# Steady Temperature Rise Read by a Gaussian Probe on Silicon

## Problem

A laser beam (the pump) deposits $P=10$ mW of heat at the surface of bulk silicon with conductivity $k=148$ W/m/K. A second, weak beam (the probe) is centred on the same spot and measures the surface temperature through the reflectivity. Both beams are Gaussian with a $1/e^2$ intensity radius of 10 µm. What steady temperature rise does the probe report?

The following assumptions define the model.

- The silicon fills the half-space $z>0$ and is uniform and isotropic, with constant $k$.
- All the heat enters at $z=0$, and the surface loses none of it to the air.
- $T$ denotes the rise above the starting temperature, and $T\to0$ far from the spot.
- The reflectivity change is proportional to $T$, so the probe reports the average of $T$ weighted by its own intensity. Heating by the probe is neglected.

With pump radius $w_0$ and probe radius $w_1$, the absorbed flux and the normalized probe weight are

$$q(r)=\frac{2P}{\pi w_0^2}e^{-2r^2/w_0^2},\qquad p(r)=\frac{2}{\pi w_1^2}e^{-2r^2/w_1^2}.$$

## A tempting solution

A steady point source of power $dP$ on the insulated surface sends its heat through hemispheres of area $2\pi\rho^2$. Hence $-k\,(dT/d\rho)\,2\pi\rho^2=dP$, which integrates to $dT=dP/(2\pi k\rho)$. The spot is a collection of such sources. A ring of radius $r$ carries $dP=q(r)\,2\pi r\,dr$, and all of it lies at distance $r$ from the centre, so

$$T(0)=\int_0^\infty\frac{q(r)\,2\pi r\,dr}{2\pi k r}=\frac1k\int_0^\infty q(r)\,dr
=\frac{2P}{\pi w_0^2k}\cdot\frac{w_0}{2}\sqrt{\frac{\pi}{2}}=\frac{P}{\sqrt{2\pi}\,k\,w_0}.$$

The numbers give 2.70 K. Since the probe is centred on the spot, this is taken as its reading.

## Where it fails

The calculation of $T(0)$ is correct. The fault is the last sentence: a probe centred on the spot does not measure the temperature at the centre. It is as wide as the pump and also collects light from the cooler flanks. The quantity asked for is

$$\Delta T=\int_0^\infty p(r)\,T(r,0)\,2\pi r\,dr ,$$

which needs the whole surface profile.

## The right solution

**Transform of the flux.** For a function of $r$ alone, the two-dimensional Fourier transform reduces to a Hankel transform, because the angular average of $e^{-i\kappa x}$ is the Bessel function $J_0(\kappa r)$:

$$Q(\kappa)=2\pi\int_0^\infty q(r)J_0(\kappa r)\,r\,dr=\iint q\,e^{-i\kappa x}\,dx\,dy .$$

The $y$ integral gives $w_0\sqrt{\pi/2}$. In the $x$ integral the square is completed:

$$-\frac{2x^2}{w_0^2}-i\kappa x=-\frac{2}{w_0^2}\Big(x+\frac{i\kappa w_0^2}{4}\Big)^2-\frac{\kappa^2w_0^2}{8}.$$

The integrand is analytic and decays at large $|x|$, so the contour may be shifted back to the real axis. This gives another $w_0\sqrt{\pi/2}$, times $e^{-\kappa^2w_0^2/8}$. The product of the two roots, $\pi w_0^2/2$, cancels the prefactor of $q$ and leaves

$$Q(\kappa)=P\,e^{-\kappa^2w_0^2/8}.$$

**Heat conduction.** In the steady state $\nabla^2T=0$. The radial part of the Laplacian acting on $J_0(\kappa r)$ gives $-\kappa^2J_0(\kappa r)$, so the transform $\tilde T(\kappa,z)$ obeys $\tilde T''=\kappa^2\tilde T$. The solution that vanishes at depth is $\tilde T=Ae^{-\kappa z}$. The surface condition $-k\,\partial T/\partial z=q$ becomes $k\kappa A=Q$, so the surface value is $Q/(k\kappa)$. The inverse transform is $\frac{1}{4\pi^2}\int d^2\kappa$, or $\frac1{2\pi}\int\kappa J_0(\kappa r)\,d\kappa$ after the angular integration. The factor $\kappa$ cancels:

$$T(r,0)=\frac{P}{2\pi k}\int_0^\infty J_0(\kappa r)\,e^{-\kappa^2w_0^2/8}\,d\kappa .$$

**Probe average.** Exchanging the order of integration, the $r$ integral over $p(r)J_0(\kappa r)$ is the transform just computed, with $P\to1$ and $w_0\to w_1$. It equals $e^{-\kappa^2w_1^2/8}$. With $W^2=w_0^2+w_1^2$ and $\int_0^\infty e^{-a\kappa^2}d\kappa=\frac12\sqrt{\pi/a}$ at $a=W^2/8$,

$$\Delta T=\frac{P}{2\pi k}\int_0^\infty e^{-\kappa^2W^2/8}\,d\kappa=\frac{P}{2\pi k}\cdot\frac{\sqrt{2\pi}}{W}=\frac{P}{k\sqrt{2\pi\,(w_0^2+w_1^2)}} .$$

For $w_0=w_1=w$ the root is $\sqrt{4\pi w^2}$, so

$$\Delta T=\frac{P}{2\sqrt\pi\,k\,w}=\frac{10^{-2}\ \text{W}}{3.545\times148\ \text{W/m/K}\times10^{-5}\ \text{m}}=1.91\ \text{K}.$$

The probe reports about 1.9 K, which is $1/\sqrt2$ of the central rise. A finite-volume solution of the heat equation on a $140\times140$ mesh in $r$ and $z$, which uses no transform, gives 1.9062 K against 1.9060 K from the formula. Going from a $70\times70$ mesh to this one moved the value by $-0.0019$ K. The last digit agrees partly by cancellation: the mesh ends at a cold boundary 2000 radii away, which lowers the exact value by 0.0005 K, and the remaining mesh error is about $+0.0006$ K.

## Reading the formula

For $w_1\to0$ the probe becomes a point and the central value $P/(\sqrt{2\pi}kw_0)$ returns. A 5 µm probe on the same 10 µm pump spot reads 2.41 K. The formula is symmetric in the two radii, so exchanging them leaves the reading unchanged.

The definition of the radius matters. If 10 µm were the $1/e$ radius of both beams, the $1/e^2$ radii would be $\sqrt2$ times larger and the rise would be 1.35 K.

The profile itself has a closed form. Insert $J_0(\kappa r)=\frac1\pi\int_0^\pi\cos(\kappa r\cos\varphi)\,d\varphi$ and use $\int_0^\infty\cos(b\kappa)e^{-a\kappa^2}d\kappa=\frac12\sqrt{\pi/a}\,e^{-b^2/4a}$ with $a=w_0^2/8$ and $b=r\cos\varphi$. The exponent is $-2r^2\cos^2\varphi/w_0^2=-(r^2/w_0^2)(1+\cos2\varphi)$, and the average of $e^{-s\cos2\varphi}$ over $\varphi$ is the modified Bessel function $I_0(s)$. Therefore

$$T(r,0)=\frac{P}{\sqrt{2\pi}\,k\,w_0}\,e^{-r^2/w_0^2}\,I_0\!\left(\frac{r^2}{w_0^2}\right).$$

At large $s$, $e^{-s}I_0(s)\to1/\sqrt{2\pi s}$, so $T\to P/(2\pi kr)$, the point-source law. The warm region thus has a long $1/r$ tail, although the flux is Gaussian.

## How long until the rise is steady?

Let the pump switch on at $t=0$, and let $C$ be the heat capacity per volume and $D=k/C$ the diffusivity. Heat released at the insulated surface a time $t'$ earlier has a surface density in depth of $2/\sqrt{4\pi Dt'}=1/\sqrt{\pi Dt'}$; the factor 2 arises because it can spread to one side only. Laterally, the pump has variance $w_0^2/4$ per axis and diffusion adds $2Dt'$. Averaging over the probe adds $w_1^2/4$. The overlap is the peak of a Gaussian with the summed variance, $1/[\pi(W^2/2+4Dt')]$. With $t'=s^2$,

$$\Delta T(t)=\frac PC\int_0^t\frac{dt'}{\sqrt{\pi Dt'}\;\pi(W^2/2+4Dt')}
=\frac{2P}{\pi^{3/2}C\sqrt D}\int_0^{\sqrt t}\frac{ds}{W^2/2+4Ds^2}.$$

The last integral is $\arctan(\sqrt{8Dt}/W)/(\sqrt2\,W\sqrt D)$. Using $CD=k$,

$$\Delta T(t)=\frac{\sqrt2\,P}{\pi^{3/2}kW}\arctan\frac{\sqrt{8Dt}}{W}
=\frac{P}{\sqrt{2\pi}\,kW}\cdot\frac2\pi\arctan\frac{\sqrt{8Dt}}{W}.$$

As $t\to\infty$ the steady result appears again, by a separate route. The missing fraction falls only as $t^{-1/2}$. With a rough $C=1.66$ MJ/m³/K, half the rise is reached in 0.28 µs, 90 % in 11 µs and 99 % in 1.1 ms. By then heat has spread over $\sqrt{Dt}\approx0.3$ mm, comparable with a wafer's thickness, so the late approach to the steady state, and the steady value itself, depend on the wafer and its mounting.

## What a real sample changes

Each change below is made alone, with the beams and power held fixed. The first three replace the surface response $1/(k\kappa)$ in the same integral.

**Absorption at depth.** Take a source component at depth $z'$ below an insulated surface. The solution is $A\cosh\kappa z$ above it and $A\cosh(\kappa z')e^{-\kappa(z-z')}$ below. The flux leaving the source on both sides must equal $Q$, so $k\kappa A(\sinh\kappa z'+\cosh\kappa z')=Q$ and the surface value is $A=Qe^{-\kappa z'}/(k\kappa)$. Averaging over the absorption profile $e^{-z'/\delta}/\delta$ multiplies the response by $1/(1+\kappa\delta)$. For $\delta=1$ µm, a rough value for green light in bare silicon, the surface rise falls to 1.72 K, or 9.6 % below the ideal result, provided that all the heat is released where the light is absorbed. Bare silicon need not meet this condition. The part of the photon energy equal to the band gap, about half for green light, is released only when the excited carriers recombine, and they may first diffuse over distances comparable with the spot. The rise can then be well below 1.72 K. The carriers also change the reflectivity directly. Treating the heat as deposited at the surface therefore requires $\delta$ to be much smaller than the beam radii, and the carriers to release their energy before they spread over a comparable distance.

**Finite wafer.** If the back face at $z=d$ is held cold, $\tilde T=A\sinh\kappa(d-z)$, and the surface condition gives $k\kappa A\cosh\kappa d=Q$. The response gains the factor $\tanh\kappa d$. For $d=500$ µm the reading is 1.89 K, a reduction of 0.8 %. A poorly cooled back face can have the opposite effect: the heat must then leave sideways through the wafer, and on a large wafer the reading can rise by several percent. A small chip cooled only by air warms as a whole: with 1 cm² faces and a loss of 10 W/m²/K from both, 10 mW adds about 5 K, more than the spot rise itself.

**Metal film.** An opaque film can serve as absorber and thermometer. Let its sheet conductance be $S$ (conductivity times thickness) and the interface conductance be $G$. The absorbed flux either spreads along the film or crosses into the silicon:

$$Q=S\kappa^2\tilde T_f+j,\qquad \tilde T_f=j\left(\frac1G+\frac1{k\kappa}\right)
\;\Rightarrow\;\frac{\tilde T_f}{Q}=\frac{1}{S\kappa^2+\left[\dfrac1G+\dfrac1{k\kappa}\right]^{-1}} .$$

For an 80 nm film of 180 W/m/K and $G=100$ MW/m²/K, the film reads 2.19 K while the silicon surface below it is at 1.88 K. In this model, which neglects the drop across the film's thickness, the difference is the interface drop, 0.31 K. Without spreading in the film, the probe-averaged flux $2P/(\pi W^2)=31.8$ MW/m² divided by $G$ would give 0.32 K.

**Conductivity falling with temperature.** Let $k$ vary as $(T_{\rm abs}/T_0)^{-n}$, where $T_{\rm abs}=T_0+T$ and $k$ keeps its stated value at $T_0$. Define $\theta=\int_{T_0}^{T_{\rm abs}}(T'/T_0)^{-n}dT'$. Then $k(T_{\rm abs})\nabla T=k\nabla\theta$, so $\theta$ obeys the constant-$k$ problem already solved. Integrating and inverting,

$$T=T_0\left\{\left[1+(1-n)\frac{\theta}{T_0}\right]^{1/(1-n)}-1\right\}\approx\theta+\frac{n\theta^2}{2T_0}.$$

With $n=1.3$ and $T_0=300$ K the probe average rises by 0.4 % at 10 mW. At 200 mW it is 41.8 K instead of the 38.1 K of the linear formula.

The example resembles steady-state thermoreflectance on an aluminium-coated, lightly doped wafer near room temperature. The film, interface, wafer and temperature-exponent values are rough typical ones. Of the effects computed for this coated sample, the interface moves the reading most: the film reads 15 % above the bare-silicon formula. Inserting 2.19 K into that formula would return a conductivity about 13 % too low. If the film is heated and probed at its top, the drop across its thickness adds about 0.014 K, and these figures become about 16 % and 14 %. Heavy doping lowers $k$ and raises the bare-silicon result as $1/k$; the interface part of a film reading does not scale in this way. Surface loss replaces $k\kappa$ by $k\kappa+h$; for $h=10$ W/m²/K the ratio $h/(k\kappa)$ at $\kappa=1/w$ is $hw/k\approx7\times10^{-7}$. Smaller $\kappa$ contribute a logarithm, $\int d\kappa/(\kappa+h/k)$, which raises the relative change by a factor of order ten, and it remains negligible. Fourier's law itself is less secure: a rough phonon mean free path of 0.5 µm is 5 % of the spot radius, but some of the heat is carried by phonons with paths of several µm, and the resulting correction has not been computed here. The value 1.9 K is thus the diffusive result for silicon with all the heat entering at its surface, and a film reading must have its interface part removed before the two are compared. In the example this leaves 1.88 K; the remaining difference of about 1.35 % comes from heat spreading sideways in the film. Further values are in the numerical output.

## Computed values

```
absorbed power: 10.0 mW
silicon conductivity: 148 W/m/K
pump and probe 1/e^2 radius: 10.0 um
probe-averaged rise, formula: 1.9060 K
probe-averaged rise, mesh 140x140: 1.9062 K
mesh shift, 70x70 to 140x140: -0.0019 K
central rise: 2.6956 K
average / central rise: 0.7071
largest profile error of mesh, r < 50 um: 0.0008 K
rise with 5 um probe, formula: 2.4110 K
rise with 5 um probe, mesh: 2.4113 K
rise if 10 um were the 1/e radius: 1.3478 K
-- time to reach the steady state --
heat capacity (rough): 1.66 MJ/m^3/K
diffusivity: 0.892 cm^2/s
time to 50 % of steady rise: 0.280 us
time to 90 % of steady rise: 11.2 us
time to 99 % of steady rise: 1136 us
-- neglected effects, rough inputs --
absorption depth, bare silicon: 1.0 um
rise with that depth, formula: 1.7223 K
rise with that depth, mesh: 1.7223 K
change from absorption depth: -9.6 %
wafer thickness, cold back: 500 um
rise on that wafer: 1.8911 K
change from wafer thickness: -0.78 %
50 um wafer, formula: 1.7579 K
50 um wafer, mesh: 1.7578 K
film thickness: 80 nm
film conductivity: 180 W/m/K
interface conductance: 100 MW/m^2/K
probe-averaged pump flux: 31.83 MW/m^2
interface drop without film spreading: 0.3183 K
film rise, formula: 2.1915 K
film rise, mesh: 2.1913 K
silicon rise under film, formula: 1.8803 K
silicon rise under film, mesh: 1.8804 K
film reading against bare formula: +15.0 %
drop across film thickness, at most: 0.0141 K
base temperature: 300 K
conductivity exponent: 1.3
rise with k(T): 1.9145 K
change from k(T): +0.44 %
200 mW, constant k: 38.12 K
200 mW, k(T), Kirchhoff: 41.78 K
200 mW, k(T), mesh: 41.80 K
phonon mean free path (rough): 0.5 um
mean free path / spot radius: 0.050
surface loss coefficient: 10 W/m^2/K
surface loss number h w / k: 6.8e-07
```
